# View factor of a trench opening from the crossed-string theorem

## Problem

A straight trench of rectangular cross-section has width $W$, depth $H$ and a length much greater than both. Molecules leave its flat bottom diffusely, at a rate per area that is the same everywhere on the bottom. They fly in straight lines without gas collisions. The view factor $F$ of the opening is the fraction of these molecules that reach the opening directly, without touching a sidewall.

(a) Derive the crossed-string theorem for a convex quadrilateral cross-section.

(b) Use it to show that $F=0.414$ when the depth equals the width. Evaluate the strings for $W=H=500$ angstrom.

(c) Find how the view factor varies across the bottom, and confirm that its average is the result of (b).

(d) Determine how long the trench must be for the result to hold within one per cent.

(e) State what $F$ says about the molecular flux that reaches the bottom during deposition.

In the algebra lengths are in atomic units (bohr); numerical lengths are in angstrom. View factors are ratios of lengths, so they are the same in either unit, and no energy enters.

## Solution

### (a) The theorem

**From surfaces to strips.** Diffuse emission means that a fraction $\cos\theta_1\,d\omega/\pi$ of the molecules leaving a surface element goes into the solid angle $d\omega$ at angle $\theta_1$ to the normal. An element $dA_2$ at distance $r$, whose normal makes the angle $\theta_2$ with the ray, fills the solid angle $d\omega=\cos\theta_2\,dA_2/r^2$. The fraction that reaches it is therefore

$$
\frac{\cos\theta_1\cos\theta_2}{\pi r^2}\,dA_2 .
$$

Let $z$ be the separation along the trench and $s$ the separation within the cross-section, so that $r^2=s^2+z^2$. The surface normals lie in the cross-section. If $\phi_i$ is the angle between normal $i$ and the projected ray, then $\cos\theta_i=(s/r)\cos\phi_i$. Integration over an infinitely long strip of width $d\ell_2$ gives

$$
d\ell_2\,\frac{s^2\cos\phi_1\cos\phi_2}{\pi}\int_{-\infty}^{\infty}\frac{dz}{(s^2+z^2)^2}.
$$

With $z=s\tan\alpha$, the integral becomes $s^{-3}\int_{-\pi/2}^{\pi/2}\cos^2\alpha\,d\alpha=\pi/(2s^3)$. The fraction reaching the strip is thus

$$
K\,d\ell_2,\qquad K=\frac{\cos\phi_1\cos\phi_2}{2s}.
$$

**Two rules.** Let sides $i$ and $j$ of the cross-section have lengths $L_i$ and $L_j$, and let $F_{ij}$ be the view factor from $i$ to $j$, averaged over $i$. Define

$$
X_{ij}=L_iF_{ij}=\int_i d\ell_i\int_j d\ell_j\,K .
$$

Since $K$ is unchanged when the two points are exchanged, $X_{ij}=X_{ji}$. This is reciprocity.

The second rule is a sum rule. Seen from the emitting point, the strip $d\ell_2$ covers the angle $d\phi_1=\cos\phi_2\,d\ell_2/s$, so $K\,d\ell_2=\tfrac12\cos\phi_1\,d\phi_1$. Over all directions on the inner side of a flat surface,

$$
\frac12\int_{-\pi/2}^{\pi/2}\cos\phi\,d\phi=1 .
$$

In a closed convex cross-section each of these rays ends on another side. A flat side does not see itself, because $\cos\phi_1=0$ along it. Hence $\sum_{j\ne i}X_{ij}=L_i$.

**Triangle.** For three sides the sum rules read

$$
X_{12}+X_{13}=L_1,\qquad X_{12}+X_{23}=L_2,\qquad X_{13}+X_{23}=L_3 .
$$

Adding the first two and subtracting the third leaves $2X_{12}=L_1+L_2-L_3$, so

$$
X_{12}=\frac{L_1+L_2-L_3}{2}.
$$

**Quadrilateral.** Let the corners in order be $A,B,C,D$, and let $AB$ also denote the length of that side. The sum rule for side $AB$ is

$$
AB=X_{AB,BC}+X_{AB,CD}+X_{AB,DA}.
$$

The adjacent sides $AB$ and $BC$ form a triangle with the diagonal $AC$. All lines of sight between these two sides lie inside that triangle, so their exchange is the same whether the diagonal is drawn or not. The triangle result gives

$$
X_{AB,BC}=\frac{AB+BC-AC}{2}.
$$

In the same way, the diagonal $BD$ closes the triangle containing $AB$ and $DA$:

$$
X_{AB,DA}=\frac{AB+DA-BD}{2}.
$$

Subtracting both from $AB$ cancels the length $AB$ and leaves

$$
X_{AB,CD}=\frac{(AC+BD)-(BC+DA)}{2}.
$$

The diagonals are strings that cross between the two surfaces; the other two sides are strings that do not. The exchange is half the difference between the crossed and uncrossed lengths. As an example, take the corners $A=(0,0)$, $B=(1.3,0.2)$, $C=(1.7,1.5)$ and $D=(-0.4,1.1)$ in any length unit. Direct double integration of $K$ and the string formula both give $X_{AB,CD}=0.830$ in that unit.

### (b) The trench

Let $AB$ be the bottom and $CD$ the opening, treated as an imagined flat surface through which molecules leave. The uncrossed strings run up the sidewalls, and the crossed strings are the diagonals:

$$
BC=DA=H,\qquad AC=BD=\sqrt{W^2+H^2}.
$$

Dividing the theorem by the bottom width $AB=W$ gives

$$
F=\frac{2\sqrt{W^2+H^2}-2H}{2W}=\frac{\sqrt{W^2+H^2}-H}{W}.
$$

For $H=W$ the width cancels, and

$$
F=\sqrt2-1=0.414 .
$$

For $W=H=500$ angstrom, each diagonal is 707.107 angstrom long. The crossed strings total 1414.214 angstrom and the uncrossed strings 1000 angstrom, so

$$
F=\frac{1414.214-1000}{2\times500}=\frac{414.214}{1000}=0.414 .
$$

The width is 944.86 bohr; using that unit throughout would leave the ratio unchanged. The remaining fraction, $1-0.414=0.586$, strikes the sidewalls. By symmetry each receives 0.293.

A simulation of two million random straight flights in three dimensions gives $0.4137$ with a standard error of $0.00035$. It differs from the formula by about 1.5 standard errors.

**Limits.** Multiplying numerator and denominator by $\sqrt{W^2+H^2}+H$ gives the equivalent form

$$
F=\frac{W}{\sqrt{W^2+H^2}+H}.
$$

As $H/W\to0$, $F\to1$: the opening lies directly over the bottom and fills its view. For $H\gg W$ the denominator approaches $2H$, so $F\simeq W/(2H)$. Since the square root exceeds $H$, this estimate lies above the true value at finite depth. At $H/W=5$ it gives 0.100, against 0.099 from the full formula.

The formula also shows what happens as a trench fills. Suppose a conformal film of thickness $W/4$ grows on an initially square trench, and neglect the rounding of the upper corners. The width is halved. The depth is unchanged, because the bottom and the top surface rise equally. The ratio $H/W$ becomes 2, and $F$ falls from 0.414 to 0.236. This exaggerates the fall. A truly conformal film rounds the upper corners with radius $W/4$, which opens the view. The rounded shape is not convex, so the theorem of (a) does not cover it as derived; the fraction of straight flights from the bottom that clear the rounded corners is about 0.29.

### (c) Variation across the bottom

Let $x$ be the distance of a point on the bottom from the left wall. The opening spans the angles from $\phi_-$ to $\phi_+$ about the vertical, where

$$
\sin\phi_-=-\frac{x}{\sqrt{x^2+H^2}},\qquad
\sin\phi_+=\frac{W-x}{\sqrt{(W-x)^2+H^2}}.
$$

Integrating $\tfrac12\cos\phi\,d\phi$ between these angles gives the local view factor

$$
f(x)=\frac12\left[g(x)+g(W-x)\right],\qquad g(x)=\frac{x}{\sqrt{x^2+H^2}} .
$$

The substitution $x\to W-x$ shows that both terms have the same average over the bottom. Hence

$$
\frac1W\int_0^W f(x)\,dx=\frac1W\int_0^W\frac{x\,dx}{\sqrt{x^2+H^2}}
=\frac{\sqrt{W^2+H^2}-H}{W},
$$

which is $F$, obtained here without strings.

To locate the extremes, differentiate:

$$
f'(x)=\frac12\left[g'(x)-g'(W-x)\right],\qquad g'(x)=\frac{H^2}{(x^2+H^2)^{3/2}} .
$$

For $x\ge0$, $g'$ decreases with $x$. Therefore $f'>0$ to the left of the centre and $f'<0$ to its right. The centre has the largest view factor and the edges have the smallest. For $H=W$,

$$
f(W/2)=\frac{1/2}{\sqrt{1/4+1}}=\frac1{\sqrt5}=0.447,\qquad
f(0)=\frac1{2\sqrt2}=0.354 .
$$

The centre value is about 26 per cent above the edge value. The number 0.414 therefore describes the bottom as a whole, not each point on it.

### (d) How long is long?

For a trench of finite length $L$, the bottom and opening are equal facing rectangles. Both cosines equal $H/r$, so the kernel is $H^2/(\pi r^4)$. It depends only on the separations $u$ across the trench and $v$ along it. Pairs of points with separation between $u$ and $u+du$ carry the weight $2(W-u)\,du$; along the trench the weight is $2(L-v)\,dv$. Therefore

$$
F_L=\frac{4}{WL}\int_0^W du\,(W-u)\int_0^L dv\,(L-v)\,
\frac{H^2}{\pi(u^2+v^2+H^2)^2}.
$$

Write $L-v=L(1-v/L)$. When the upper limit of $v$ is extended to infinity, the term with 1 gives the long-trench value $F$. The term with $-v/L$ gives the leading deficit. The kernel falls as $v^{-4}$, so extending the limit changes the result only at order $(W/L)^3$ for $H=W$. Using

$$
\int_0^\infty\frac{v\,dv}{(u^2+H^2+v^2)^2}=\frac{1}{2(u^2+H^2)},
$$

the deficit is

$$
F-F_L\simeq\frac{2H^2}{\pi WL}\int_0^W\frac{W-u}{u^2+H^2}\,du .
$$

For $H=W$, set $u=Wt$:

$$
F-F_L\simeq\frac{2W}{\pi L}\int_0^1\frac{1-t}{1+t^2}\,dt
=\frac{2W}{\pi L}\left(\frac{\pi}{4}-\frac{\ln2}{2}\right)
=\left(\frac12-\frac{\ln2}{\pi}\right)\frac WL
=0.279\,\frac WL .
$$

A deficit of one per cent relative to $F$ requires

$$
\frac LW=\frac{0.27936}{0.01\times0.41421}=67.4 .
$$

For the average over the whole bottom, ends included, the 500 angstrom trench must therefore be about $3.4\times10^4$ angstrom long. This deficit comes from the regions near the ends. A cross-section at mid-length, where $v$ runs only to $L/2$ and carries no weight $L-v$, misses only the $v^{-4}$ tail and is within one per cent of $F$ already at $L/W\approx7$. Both numbers are for $H=W$; deeper trenches must be longer (whole-bottom $L/W\approx130$ at $H/W=2$). At $L=10W$ the full rectangle integral gives 0.386, about 7 per cent below the long-trench value. These direct factors are the same for open and closed trench ends, since end walls do not block any line between the two rectangles.

### (e) Flux to the bottom during deposition

The bottom and the opening have equal widths, so reciprocity gives the same average view factor in both directions. If gas enters with a uniform, diffuse flux $J$ per area of opening, the average direct flux onto the bottom is $FJ=0.414J$. The local direct flux is $f(x)J$, so it is strongest at the centre.

This is the whole flux if every molecule sticks where it first lands. In the opposite case no surface consumes molecules, and all walls re-emit them diffusely. A uniform outgoing flux $J$ from every wall then satisfies the steady balance: the view factors from any point sum to one, so each point also receives $J$. The bottom now receives $J$, not $0.414J$. The difference comes from molecules that have already struck a surface. For intermediate sticking, $F$ is one coefficient in the balance of exchanges between the surfaces, and does not by itself fix the growth rate.

The result also relies on the assumed flight and shape. Gas collisions within the trench or non-diffuse emission change the kernel. Collisionless flight needs a mean free path much longer than $W$ and $H$. For hard spheres of diameter 3.6 angstrom at 300 K it is about $7\times10^5$ angstrom at 100 Pa but only about 700 angstrom at atmospheric pressure, so for the 500 angstrom trench the results apply to low-pressure deposition and not near atmospheric pressure. A bulging wall that blocks lines of sight invalidates the convex construction in (a). The numerical output gives the view factors at further digits and for other depth-to-width ratios.

## Table of computed values

```
trench width W = 500.0 angstrom
trench depth H = 500.0 angstrom
trench width W converted = 944.86 bohr
one crossed string (diagonal) = 707.107 angstrom
sum of crossed strings = 1414.214 angstrom
sum of uncrossed strings = 1000.000 angstrom
crossed minus uncrossed = 414.214 angstrom
View factors below are dimensionless
bottom to opening, crossed strings = 0.414214
bottom to opening, kernel quadrature = 0.414214
bottom to opening, random flights = 0.41370
standard error of random flights = 0.00035
number of random flights = 2000000
bottom to each sidewall = 0.292893
local factor at centre of bottom = 0.447214
local factor at edge of bottom = 0.353553
average of local factors = 0.414214
bottom to opening at H/W = 0.5: 0.618034
bottom to opening at H/W = 1.0: 0.414214
bottom to opening at H/W = 2.0: 0.236068
bottom to opening at H/W = 5.0: 0.099020
finite-length slope (H = W) = 0.279364
bottom to opening at L/W = 10 (H = W): 0.386382
bottom to opening at L/W = 100 (H = W): 0.411420
L/W for one per cent deficit (H = W) = 67.4
irregular quadrilateral, quadrature = 0.83003909 (length)
irregular quadrilateral, strings = 0.83003909 (length)
```
